**EKV charge, current and transconductance relations for a long MOS transistor**

The program tests the relation 2q + ln q = v_p − v, the normalised current i = (q_S² + q_S) − (q_D² + q_D), and the saturation curve nU g_m/I = 2/(1 + √(1+4i)). Here q is the mobile charge divided by 2nCU, v the electron quasi-Fermi voltage divided by U = kT/e, v_p the pinch-off voltage in the same unit, n the slope factor, C the oxide capacitance per area, and i the current divided by 2nμCU²W/L. The reference integrates the electron density over depth and the resulting charge over channel voltage, without linearisation; direct integration of Poisson's differential equation checks its surface field and charge at one bias. Assertions also cover the pinch-off slope, the logarithm that the model freezes, the explicit Lambert-function solution, the current integral and the transconductance with its gate-dependent corrections. Model charges, currents, drift share and transconductance ratios must agree with the reference within stated tolerances of 5 or 6 %. In the output, the largest charge error over sixteen bias points is 1.79 %, and the saturated current is 7.29 µA against 7.25 µA. For two devices with different body factors, the universal curve lies 1.4 to 2.5 % above the reference at the ten gate voltages shown.

## Check in Python

```python
"""
Charge-based (EKV) model of a long n-channel MOS transistor.

Result under test:
  2 q + ln q = vp - v,
  I / Ispec = (qS^2 + qS) - (qD^2 + qD),
  n UT gm / I = 2 / (1 + sqrt(1 + 4 i)) in saturation, i = I / Ispec.

Symbols: q = mobile charge / (2 n Cox UT), v = V / UT with V the electron
quasi-Fermi voltage referred to the body, UT = kT/e, n = slope factor,
vp = pinch-off voltage / UT, Ispec = 2 n mobility Cox UT^2 W/L.
VG always means gate voltage minus flat-band voltage.
The reference uses the depth integral of the electron density and the
integral of that charge over channel voltage, without linearisation.
SI units are used internally.
"""
import numpy as np
from scipy.constants import k, e, epsilon_0
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw

T = 300.0
UT = k * T / e
NI = 1e16
EPS = 12 * epsilon_0
MOBILITY = 0.04
ASPECT = 10.0
DEPTH_X, DEPTH_W = np.polynomial.legendre.leggauss(100)
DEPTH_T, DEPTH_W = 10 * (DEPTH_X + 1), 10 * DEPTH_W
CHAN_X, CHAN_W = np.polynomial.legendre.leggauss(80)


class Device:
    def __init__(self, doping, oxide_thickness):
        self.doping = doping
        self.cox = 4 * epsilon_0 / oxide_thickness
        self.gamma = np.sqrt(2 * e * EPS * doping) / self.cox
        self.phi = UT * np.log(doping / NI)

    # Reference: surface potential, integrated electron charge, current
    def field_bracket(self, psi, V):
        electrons = np.exp((psi - 2 * self.phi - V) / UT)
        bulk = np.exp(-(2 * self.phi + V) / UT)
        return psi - UT + UT * np.exp(-psi / UT) + UT * (electrons - bulk)

    def surface(self, VG, V):
        def balance(psi):
            return psi + self.gamma * np.sqrt(self.field_bracket(psi, V)) - VG
        return brentq(balance, 0.2, VG, xtol=1e-14)

    def charge_ref(self, VG, V):
        """Mobile charge divided by Cox, in volts."""
        psi = self.surface(VG, V) - UT * DEPTH_T
        density = np.exp((psi - 2 * self.phi - V) / UT)
        integrand = density / np.sqrt(self.field_bracket(psi, V))
        return 0.5 * self.gamma * UT * np.dot(DEPTH_W, integrand)

    def current_ref(self, VG, VS, VD):
        volts = VS + 0.5 * (VD - VS) * (CHAN_X + 1)
        charges = np.array([self.charge_ref(VG, V) for V in volts])
        area = 0.5 * (VD - VS) * np.dot(CHAN_W, charges)
        return MOBILITY * self.cox * ASPECT * area

    # Charge-based model
    def pinch(self, VG):
        root = (-self.gamma + np.sqrt(self.gamma**2 + 4 * (VG - UT))) / 2
        y = root**2
        n = 1 + self.gamma / (2 * root)
        vp = (y + UT - 2 * self.phi) / UT - np.log(2 * n / (n - 1))
        return y, n, vp

    def ispec(self, VG):
        n = self.pinch(VG)[1]
        return 2 * n * MOBILITY * self.cox * UT**2 * ASPECT

    def q_model(self, VG, V):
        return q_lambert(self.pinch(VG)[2] - V / UT)

    def current_model(self, VG, VS, VD):
        qs, qd = self.q_model(VG, VS), self.q_model(VG, VD)
        return self.ispec(VG) * (qs**2 + qs - qd**2 - qd)


def q_lambert(u):
    return 0.5 * lambertw(2 * np.exp(u)).real


def q_root(u):
    """Solve the charge-voltage relation directly, with ln q as unknown."""
    return np.exp(brentq(lambda s: 2 * np.exp(s) + s - u, -80, 10, xtol=1e-13))


def universal(i):
    return 2 / (1 + np.sqrt(1 + 4 * i))


def log_slope(function, x, h):
    return (np.log(function(x + h)) - np.log(function(x - h))) / (2 * h)


A = Device(1e23, 5e-9)
B = Device(3e23, 10e-9)
VG, VS, VD, VD_LOW = 1.2, 0.0, 0.5, 0.05
y, n, vp = A.pinch(VG)
psi_p = y + UT
qs, qd, qlow = [A.q_model(VG, V) for V in (VS, VD, VD_LOW)]

# Integrate Poisson's differential equation outward from the neutral body.
psi_s = A.surface(VG, VS)
barrier = 2 * A.phi / UT
debye = np.sqrt(EPS * UT / (e * A.doping))


def poisson(x, state):
    u, slope, electrons = state
    density = np.exp(u - barrier)
    return [slope, 1 - np.exp(-u) + density, density]


def reached_surface(x, state):
    return state[0] - psi_s / UT


reached_surface.terminal = True
ode = solve_ivp(poisson, (0, 100), [1e-3, 1e-3, 0], method="DOP853",
                events=reached_surface, rtol=1e-10, atol=1e-13)
assert len(ode.y_events[0]) == 1
u_end, slope_end, electrons_end = ode.y_events[0][0]
gate_from_ode = psi_s + EPS * slope_end * UT / debye / A.cox
charge_from_ode = e * A.doping * debye * electrons_end / A.cox
assert abs(gate_from_ode - VG) < 1e-5
assert abs(charge_from_ode / A.charge_ref(VG, VS) - 1) < 1e-5

# Pinch-off must solve the depletion balance; n must be its numerical slope.


def sheet_charge(psi):
    return VG - psi - A.gamma * np.sqrt(psi - UT)


assert abs(sheet_charge(psi_p)) < 1e-12
step = 1e-5
slope = -(sheet_charge(psi_p + step) - sheet_charge(psi_p - step)) / (2 * step)
assert abs(slope - n) < 1e-7
delta = 2 * UT * qs
excess_actual = sheet_charge(psi_p - delta) / (n * delta) - 1
excess_formula = (n - 1) * UT * qs / (2 * n * y)
assert abs(excess_actual / excess_formula - 1) < 0.05


# Solve the linearised charge-sheet balance before freezing its logarithm.
def log_correction(device, gate, q):
    yy, nn, _ = device.pinch(gate)
    top = nn * UT * q + device.gamma * np.sqrt(yy - 2 * UT * q)
    return np.log(top / (device.gamma * np.sqrt(yy)))


for gate in (1.2, 1.5):
    yy, nn, vpp = A.pinch(gate)
    pp = yy + UT

    def linear_balance(psi):
        mobile = nn * (pp - psi)
        depletion = A.gamma * np.sqrt(psi - UT)
        inversion = UT * np.exp((psi - 2 * A.phi) / UT)
        return (mobile + depletion)**2 - A.gamma**2 * (psi - UT + inversion)

    psi = brentq(linear_balance, 0.5, pp, xtol=1e-14)
    q = (pp - psi) / (2 * UT)
    assert abs(2 * q + np.log(q) + log_correction(A, gate, q) - vpp) < 1e-8

# Explicit inverse, current integral, and transconductance of the relation.
for u in (-8.0, -2.0, 0.0, 3.0, 15.0):
    assert abs(q_lambert(u) / q_root(u) - 1) < 1e-9
    i_sat = q_root(u)**2 + q_root(u)
    numeric = log_slope(lambda z: q_root(z)**2 + q_root(z), u, 1e-4)
    assert abs(numeric / universal(i_sat) - 1) < 1e-6
for drain in (VD_LOW, VD):
    area = quad(lambda v: q_root(vp - v), VS / UT, drain / UT, epsabs=1e-10)[0]
    q_drain = q_root(vp - drain / UT)
    assert abs(area - (qs**2 + qs - q_drain**2 - q_drain)) < 1e-8
    ratio = n * UT * log_slope(lambda g: A.current_model(g, VS, drain), VG, 1e-4)
    small = UT / (2 * n * y)
    full = (1 - small) / (1 + qs + q_drain) - (n - 1) * small
    assert abs(ratio / full - 1) < 1e-5
h = 1e-5
gms = -(A.current_model(VG, h, VD) - A.current_model(VG, -h, VD)) / (2 * h)
assert abs(gms * UT / A.ispec(VG) / qs - 1) < 1e-6

# Compare the model charge with the full depth integral.
charge_errors, sheet_errors = [], []
for gate in (1.0, 1.2, 1.5, 1.8):
    for V in (0.0, 0.1, 0.2, 0.4):
        reference = A.charge_ref(gate, V)
        nn = A.pinch(gate)[1]
        charge_errors.append(2 * nn * UT * A.q_model(gate, V) / reference - 1)
        ps = A.surface(gate, V)
        total = np.sqrt(A.field_bracket(ps, V))
        sheet = A.gamma * (total - np.sqrt(ps - UT))
        sheet_errors.append(sheet / reference - 1)
max_charge_error = max(map(abs, charge_errors))
max_sheet_error = max(map(abs, sheet_errors))
assert max_charge_error < 0.05
assert max_sheet_error < 0.03

# Compare currents, and separate the reference drift contribution.
# The surface potential rises toward the drain, so drift counts positive.
I = A.current_model(VG, VS, VD)
I_low = A.current_model(VG, VS, VD_LOW)
I_ref = A.current_ref(VG, VS, VD)
I_low_ref = A.current_ref(VG, VS, VD_LOW)
assert abs(I / I_ref - 1) < 0.05
assert abs(I_low / I_low_ref - 1) < 0.05
volts = np.linspace(VS, VD, 401)
psis = np.array([A.surface(VG, V) for V in volts])
charges = np.array([A.charge_ref(VG, V) for V in volts])
drift_area = np.sum(0.5 * (charges[1:] + charges[:-1]) * np.diff(psis))
drift_ref = MOBILITY * A.cox * ASPECT * drift_area / I_ref
drift_model = (qs**2 - qd**2) / (qs**2 + qs - qd**2 - qd)
assert abs(drift_model / drift_ref - 1) < 0.06
low_ratio = 1 / (1 + qs + qlow)
low_ref = n * UT * log_slope(lambda g: A.current_ref(g, VS, VD_LOW), VG, 1e-4)
assert abs(low_ratio / low_ref - 1) < 0.06

# The same curve must describe devices with different body factors.
rows = []
for name, device in (("A", A), ("B", B)):
    for offset in (-0.1, 0.0, 0.1, 0.2, 0.4):
        yy = 2 * device.phi + offset - UT
        gate = yy + UT + device.gamma * np.sqrt(yy)
        nn = device.pinch(gate)[1]
        i_ref = device.current_ref(gate, 0, 1.2) / device.ispec(gate)
        ratio = nn * UT * log_slope(
            lambda g: device.current_ref(g, 0, 1.2), gate, 1e-4)
        curve = universal(i_ref)
        assert abs(ratio / curve - 1) < 0.06
        rows.append((name, gate, i_ref, ratio, curve))
weak_gate = 0.85
weak_y, weak_n, _ = A.pinch(weak_gate)
weak_ref = weak_n * UT * log_slope(
    lambda g: A.current_ref(g, 0, 1.2), weak_gate, 1e-4)
weak_formula = 1 - UT / (2 * weak_y)
assert abs(weak_ref - weak_formula) < 0.002

i_model = I / A.ispec(VG)
gm_simple = I * universal(i_model) / (n * UT)
gm_ref = I_ref * log_slope(lambda g: A.current_ref(g, VS, VD), VG, 1e-4)
print(f"temperature = {T:.0f} K; thermal voltage = {UT*1e3:.3f} mV")
print(f"A doping = {A.doping/1e6:.1e} cm^-3; oxide = 5 nm")
print(f"B doping = {B.doping/1e6:.1e} cm^-3; oxide = 10 nm")
print(f"intrinsic density = {NI/1e6:.1e} cm^-3")
print(f"relative permittivities: body {EPS/epsilon_0:.0f}, oxide 4")
print(f"mobility = {MOBILITY*1e4:.0f} cm^2/(V s); W/L = {ASPECT:.0f}")
print(f"A oxide capacitance = {A.cox*1e3:.4f} mF/m^2")
print(f"body factor: A {A.gamma:.4f}, B {B.gamma:.4f} V^(1/2)")
print(f"Fermi potential: A {A.phi:.4f}, B {B.phi:.4f} V")
print(f"A gate minus flat band = {VG:.2f} V; source = {VS:.2f} V")
print(f"pinch-off surface potential = {psi_p:.5f} V; y = {y:.5f} V")
print(f"slope factor n = {n:.5f}")
print(f"frozen logarithm ln[2n/(n-1)] = {np.log(2*n/(n-1)):.4f}")
print(f"pinch-off voltage = {vp*UT:.5f} V; vp = {vp:.4f}")
print(f"source charge qS = {qs:.5f}")
print(f"relation at source: 2q = {2*qs:.4f}, ln q = {np.log(qs):.4f}")
print(f"drain charge at {VD:.2f} V = {qd:.3e}")
print(f"drain charge at {VD_LOW:.2f} V = {qlow:.5f}")
print(f"neglected logarithm K(qS) = {log_correction(A, VG, qs):.4f}")
print(f"tangent excess: actual {100*excess_actual:.4f} %, "
      f"formula {100*excess_formula:.4f} %")
print(f"specific current = {A.ispec(VG)*1e6:.4f} microampere")
print(f"saturated normalised current i = {i_model:.5f}")
print(f"saturated current: model {I*1e6:.4f}, "
      f"reference {I_ref*1e6:.4f} microampere")
print(f"unsaturated current: model {I_low*1e6:.4f}, "
      f"reference {I_low_ref*1e6:.4f} microampere")
print(f"drift share: model {drift_model:.4f}, reference {drift_ref:.4f}")
print(f"saturated gm: curve {gm_simple*1e6:.3f}, "
      f"reference {gm_ref*1e6:.3f} microsiemens")
print(f"saturated n UT gm/I from curve = {universal(i_model):.5f}")
print(f"unsaturated n UT gm/I: model {low_ratio:.5f}, reference {low_ref:.5f}")
print(f"universal curve at i = 1: {universal(1.0):.5f}")
print(f"largest model charge error in tests = {100*max_charge_error:.2f} %")
print(f"largest charge-sheet error in tests = {100*max_sheet_error:.2f} %")
print(f"weak limit at gate {weak_gate:.2f} V: formula {weak_formula:.5f}, "
      f"reference {weak_ref:.5f}")
print("device, gate (V), i reference, n UT gm/I reference, universal curve")
for name, gate, i_ref, ratio, curve in rows:
    print(f"{name}  {gate:.4f}  {i_ref:.5e}  {ratio:.5f}  {curve:.5f}")
print("done: every assertion held")
```

Printed output:

```
temperature = 300 K; thermal voltage = 25.852 mV
A doping = 1.0e+17 cm^-3; oxide = 5 nm
B doping = 3.0e+17 cm^-3; oxide = 10 nm
intrinsic density = 1.0e+10 cm^-3
relative permittivities: body 12, oxide 4
mobility = 400 cm^2/(V s); W/L = 10
A oxide capacitance = 7.0834 mF/m^2
body factor: A 0.2605, B 0.9024 V^(1/2)
Fermi potential: A 0.4167, B 0.4451 V
A gate minus flat band = 1.20 V; source = 0.00 V
pinch-off surface potential = 0.94963 V; y = 0.92378 V
slope factor n = 1.13551
frozen logarithm ln[2n/(n-1)] = 2.8189
pinch-off voltage = 0.04339 V; vp = 1.6783
source charge qS = 0.89474
relation at source: 2q = 1.7895, ln q = -0.1112
drain charge at 0.50 V = 2.134e-08
drain charge at 0.05 V = 0.36967
neglected logarithm K(qS) = 0.0765
tangent excess: actual 0.1533 %, formula 0.1494 %
specific current = 4.3004 microampere
saturated normalised current i = 1.69530
saturated current: model 7.2905, reference 7.2530 microampere
unsaturated current: model 5.1131, reference 5.0693 microampere
drift share: model 0.4722, reference 0.4563
saturated gm: curve 131.075, reference 127.513 microsiemens
saturated n UT gm/I from curve = 0.52778
unsaturated n UT gm/I: model 0.44162, reference 0.43063
universal curve at i = 1: 0.61803
largest model charge error in tests = 1.79 %
largest charge-sheet error in tests = 1.79 %
weak limit at gate 0.85 V: formula 0.97912, reference 0.97809
device, gate (V), i reference, n UT gm/I reference, universal curve
A  0.9525  1.42599e-03  0.97955  0.99858
A  1.0675  6.05794e-02  0.92862  0.94581
A  1.1815  1.19635e+00  0.57364  0.58732
A  1.2948  6.30147e+00  0.31891  0.32684
A  1.5196  3.43278e+01  0.15324  0.15673
B  1.5791  3.60726e-03  0.97895  0.99642
B  1.7291  1.44978e-01  0.87265  0.88615
B  1.8763  2.04314e+00  0.48936  0.49645
B  2.0211  8.69981e+00  0.28214  0.28640
B  2.3048  4.11004e+01  0.14191  0.14429
done: every assertion held
```
